# Two Dipole-Coupled Oscillators: Dispersion Energy and Polarization Catastrophe: a program that tests the result

```python
"""
Two identical isotropic charged oscillators with dipole coupling (atomic units).
Result under test, with x = alpha/R^3 and R^3 > 2 alpha:
  mode frequencies  w*sqrt(1-2x), w*sqrt(1+2x), and twice each w*sqrt(1+x), w*sqrt(1-x)
  zero-point shift  dE = (sum of the six frequencies)/2 - 3 w
  long range        dE -> -C6/R^6 with C6 = (3/4) alpha^2 w
  catastrophe       R_c = (2 alpha)^(1/3)
Symbols: alpha = static polarizability q^2/(m w^2), w = free frequency,
q = mobile charge, m = its mass, R = distance of the two centres.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

alpha, w, mass, R0 = 10.0, 0.5, 1.0, 5.0
charge = np.sqrt(alpha * mass) * w
hartree_meV = 1000 * physical_constants["Hartree energy in eV"][0]
bohr_angstrom = 1e10 * physical_constants["Bohr radius"][0]
axis = np.array([1.0, 2.0, 2.0]) / 3.0      # oblique unit vector between centres

# Coulomb energy of the two neutral pairs for unit charges, and its derivatives
r1 = sp.symbols("a1:4", real=True)
r2 = sp.symbols("b1:4", real=True)
Rv = sp.symbols("R1:4", real=True)


def inverse_length(vector):
    return 1 / sp.sqrt(sum(v**2 for v in vector))


coulomb = (inverse_length(Rv)
           - inverse_length([c + b for c, b in zip(Rv, r2)])
           - inverse_length([c - a for c, a in zip(Rv, r1)])
           + inverse_length([c + b - a for c, a, b in zip(Rv, r1, r2)]))
moves = list(r1) + list(r2)
at_rest = {s: 0 for s in moves}
gradient = sp.Matrix([sp.diff(coulomb, s).subs(at_rest) for s in moves])
hessian = sp.Matrix(6, 6, lambda i, j:
                    sp.diff(coulomb, moves[i], moves[j]).subs(at_rest))
gradient_at = sp.lambdify(Rv, gradient, "numpy")
hessian_at = sp.lambdify(Rv, hessian, "numpy")


def coupling_tensor(R):
    return np.array(hessian_at(*(R * axis)), dtype=float)


def stiffness(R):
    return mass * w**2 * np.eye(6) + charge**2 * coupling_tensor(R)


def squared_modes(R):
    return np.linalg.eigvalsh(stiffness(R)) / mass


def shift_from_modes(R):
    squares = squared_modes(R)
    assert squares[0] > -1e-12
    return 0.5 * np.sum(np.sqrt(np.maximum(squares, 0.0))) - 3 * w


def shift_formula(R):
    x = alpha / R**3
    return 0.5 * w * (np.sqrt(1 + 2*x) + np.sqrt(1 - 2*x)
                      + 2*np.sqrt(1 + x) + 2*np.sqrt(1 - x) - 6)


# The quadratic Coulomb terms are exactly the dipole coupling
T0 = coupling_tensor(R0)
dipole_block = (np.eye(3) - 3 * np.outer(axis, axis)) / R0**3
assert np.allclose(np.array(gradient_at(*(R0 * axis)), dtype=float), 0, atol=1e-13)
assert np.allclose(T0[:3, :3], 0, atol=1e-13)
assert np.allclose(T0[3:, 3:], 0, atol=1e-13)
assert np.allclose(T0[:3, 3:], dipole_block, atol=1e-13)

# Six frequencies from the numerical stiffness matrix against the formulas
x0 = alpha / R0**3
modes = np.sqrt(squared_modes(R0))
predicted = w * np.sqrt([1 - 2*x0, 1 - x0, 1 - x0, 1 + x0, 1 + x0, 1 + 2*x0])
assert np.allclose(modes, predicted, atol=1e-12)

# Quantum Hamiltonian in the number basis, one Cartesian axis at a time
levels = 26
ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
position = (ladder + ladder.T) / np.sqrt(2 * mass * w)
number = np.diag(np.arange(levels, dtype=float))
unit = np.eye(levels)
free_pair = w * (np.kron(number, unit) + np.kron(unit, number)
                 + np.eye(levels**2))
dipole_product = charge**2 * np.kron(position, position)


def axis_shift(c, R):
    """Ground-state shift for the coupling c * d1 * d2 / R^3."""
    return np.linalg.eigvalsh(free_pair + c * dipole_product / R**3)[0] - w


axial_share = axis_shift(-2, R0)
transverse_share = 2 * axis_shift(1, R0)
shift_quantum = axial_share + transverse_share
assert abs(shift_quantum - shift_formula(R0)) < 1e-10
shift_quantum_close = axis_shift(-2, 3.0) + 2 * axis_shift(1, 3.0)
assert abs(shift_quantum_close - shift_formula(3.0)) < 1e-9

# Polarizability of one oscillator from its sum over states
level_energy = w * np.arange(1, levels)
dipole_from_ground = charge * position[0, 1:]
alpha_sum = np.sum(2 * dipole_from_ground**2 / level_energy)
assert abs(alpha_sum - alpha) < 1e-10


def alpha_imaginary(u):
    return np.sum(2 * level_energy * dipole_from_ground**2
                  / (level_energy**2 + u**2))


for u in (0.2, 1.3):
    assert abs(alpha_imaginary(u) - alpha * w**2 / (w**2 + u**2)) < 1e-10

# C6 by second-order perturbation theory and by the Casimir-Polder integral
C6 = 0.75 * alpha**2 * w
excitation = np.diag(free_pair) - w
elements = dipole_product[0]
assert abs(elements[0]) < 1e-14             # no first-order shift
second_order = np.sum(elements[1:]**2 / excitation[1:])
C6_axial = (-2)**2 * second_order
C6_transverse = 2 * 1**2 * second_order
C6_perturbation = C6_axial + C6_transverse
contributing = np.flatnonzero(np.abs(elements) > 1e-12)
assert list(contributing) == [levels + 1]   # one quantum on each oscillator
assert abs(C6_perturbation - C6) < 1e-9
C6_integral = 3 / np.pi * quad(lambda u: alpha_imaginary(u)**2, 0, np.inf)[0]
assert abs(C6_integral - C6) < 1e-6

# Next term of the long-range series, from the numerical modes
x_far = alpha / 10.0**3
next_coefficient = (-shift_from_modes(10.0) * 10.0**6 / C6 - 1) / x_far**2
assert abs(next_coefficient - 15 / 16) < 1e-3   # rest is of order x^2


# RPA correlation energy as a frequency integral
def log_determinant(u):
    return np.linalg.slogdet(np.eye(6) + alpha_imaginary(u) * T0)[1]


assert abs(np.trace(T0)) < 1e-13
shift_rpa = quad(log_determinant, 0, np.inf, epsabs=1e-11)[0] / (2 * np.pi)
assert abs(shift_rpa - shift_formula(R0)) < 1e-8

# Polarization catastrophe: where the lowest squared frequency vanishes
R_c = brentq(lambda R: squared_modes(R)[0], 2.0, 4.0, xtol=1e-13)
assert abs(R_c - (2 * alpha)**(1 / 3)) < 1e-10
squares_c, vectors_c = np.linalg.eigh(stiffness(R_c) / mass)
in_phase_axial = np.concatenate([axis, axis]) / np.sqrt(2)
assert abs(abs(vectors_c[:, 0] @ in_phase_axial) - 1) < 1e-10
assert squares_c[1] > 0.1 * w**2            # only one mode is soft
assert squared_modes(0.99 * R_c)[0] < 0     # potential has a downward direction
shift_c = shift_from_modes(R_c)
assert abs(shift_c - w*(np.sqrt(2)/2 + np.sqrt(1.5) + np.sqrt(0.5) - 3)) < 1e-7
gap = 1e-8
root_slope = (shift_from_modes(R_c + gap) - shift_c) / np.sqrt(gap)
root_slope_formula = 0.5 * w * np.sqrt(3 / R_c)
assert abs(root_slope / root_slope_formula - 1) < 2e-3  # finite gap and rounding


# Static axial polarizability of the pair from its displacement in a weak field
def pair_polarizability(R):
    force = charge * np.concatenate([axis, axis])
    return force @ np.linalg.solve(stiffness(R), force)


for R in (R0, 3.0, 2.75):
    assert abs(pair_polarizability(R) * (1 - 2*alpha/R**3) / (2*alpha) - 1) < 1e-9

print(f"polarizability alpha = {alpha:.1f} bohr^3")
print(f"free frequency w = {w:.2f} hartree")
print(f"distance R = {R0:.1f} bohr")
print(f"coupling x = alpha/R^3 = {x0:.4f}")
names = ["axial, in phase", "transverse, out of phase (1)",
         "transverse, out of phase (2)", "transverse, in phase (1)",
         "transverse, in phase (2)", "axial, out of phase"]
for name, value in zip(names, modes):
    print(f"mode {name}: {value:.6f} hartree")
print(f"zero-point energy, uncoupled: {3*w:.6f} hartree")
print(f"zero-point energy, coupled: {0.5*np.sum(modes):.6f} hartree")
print(f"shift from closed formula: {shift_formula(R0):.8f} hartree")
print(f"shift from number-basis diagonalization: {shift_quantum:.8f} hartree")
print(f"shift from RPA integral: {shift_rpa:.8f} hartree")
print(f"shift converted: {shift_formula(R0)*hartree_meV:.3f} meV")
print(f"axial part of shift: {axial_share:.8f} hartree")
print(f"transverse part of shift: {transverse_share:.8f} hartree")
print(f"C6 from formula: {C6:.4f} hartree bohr^6")
print(f"C6 from perturbation sum: {C6_perturbation:.4f} hartree bohr^6")
print(f"C6 from Casimir-Polder integral: {C6_integral:.4f} hartree bohr^6")
print(f"axial part of C6: {C6_axial:.4f} hartree bohr^6")
print(f"transverse part of C6: {C6_transverse:.4f} hartree bohr^6")
print(f"relative x^2 coefficient, numerical at 10 bohr: {next_coefficient:.4f}")
print("R (bohr) | exact shift (hartree) | -C6/R^6 (hartree) | exact/C6 ratio")
for R in (10.0, 5.0, 4.0, 3.0, 2.75):
    exact, leading = shift_from_modes(R), -C6 / R**6
    assert abs(exact - shift_formula(R)) < 1e-12
    print(f"{R:5.2f} | {exact:.8f} | {leading:.8f} | {exact/leading:.4f}")
print(f"catastrophe distance R_c = {R_c:.5f} bohr")
print(f"R_c converted: {R_c*bohr_angstrom:.4f} angstrom")
print(f"shift at R_c (limit from above): {shift_c:.6f} hartree")
print(f"-C6/R_c^6 = {-C6/R_c**6:.6f} hartree")
print(f"root-law coefficient, numerical: {root_slope:.4f} hartree/bohr^0.5")
print(f"root-law coefficient, formula: {root_slope_formula:.4f} hartree/bohr^0.5")
print(f"axial polarizability of uncoupled pair: {2*alpha:.2f} bohr^3")
for R in (R0, 3.0, 2.75):
    print(f"axial pair polarizability at {R:.2f} bohr: "
          f"{pair_polarizability(R):.2f} bohr^3")
print("all good")
```

It prints:

```
polarizability alpha = 10.0 bohr^3
free frequency w = 0.50 hartree
distance R = 5.0 bohr
coupling x = alpha/R^3 = 0.0800
mode axial, in phase: 0.458258 hartree
mode transverse, out of phase (1): 0.479583 hartree
mode transverse, out of phase (2): 0.479583 hartree
mode transverse, in phase (1): 0.519615 hartree
mode transverse, in phase (2): 0.519615 hartree
mode axial, out of phase: 0.538516 hartree
zero-point energy, uncoupled: 1.500000 hartree
zero-point energy, coupled: 1.497585 hartree
shift from closed formula: -0.00241458 hartree
shift from number-basis diagonalization: -0.00241458 hartree
shift from RPA integral: -0.00241458 hartree
shift converted: -65.704 meV
axial part of shift: -0.00161297 hartree
transverse part of shift: -0.00080161 hartree
C6 from formula: 37.5000 hartree bohr^6
C6 from perturbation sum: 37.5000 hartree bohr^6
C6 from Casimir-Polder integral: 37.5000 hartree bohr^6
axial part of C6: 25.0000 hartree bohr^6
transverse part of C6: 12.5000 hartree bohr^6
relative x^2 coefficient, numerical at 10 bohr: 0.9377
R (bohr) | exact shift (hartree) | -C6/R^6 (hartree) | exact/C6 ratio
10.00 | -0.00003750 | -0.00003750 | 1.0001
 5.00 | -0.00241458 | -0.00240000 | 1.0061
 4.00 | -0.00937531 | -0.00915527 | 1.0240
 3.00 | -0.06080327 | -0.05144033 | 1.1820
 2.75 | -0.13220048 | -0.08670320 | 1.5247
catastrophe distance R_c = 2.71442 bohr
R_c converted: 1.4364 angstrom
shift at R_c (limit from above): -0.180521 hartree
-C6/R_c^6 = -0.093750 hartree
root-law coefficient, numerical: 0.2627 hartree/bohr^0.5
root-law coefficient, formula: 0.2628 hartree/bohr^0.5
axial polarizability of uncoupled pair: 20.00 bohr^3
axial pair polarizability at 5.00 bohr: 23.81 bohr^3
axial pair polarizability at 3.00 bohr: 77.14 bohr^3
axial pair polarizability at 2.75 bohr: 521.96 bohr^3
all good
```
